# Viscoelastic Pad Stress by a Recursive Prony Update Without Stored History: verification in Python

```python
"""Recursive stress update for a viscoelastic polishing pad.

Result under test: for relaxation modulus
    E(t) = E_inf + sum_i E_i exp(-t/tau_i)
and strain that is linear between nodes, the branch stresses q_i obey
    q_i(new) = exp(-x_i) q_i(old) + E_i g(x_i) (strain increment),
    x_i = step/tau_i,  g(x) = (1-exp(-x))/x,  g(0) = 1,
and stress = E_inf*strain + sum_i q_i equals the hereditary integral
    stress(t) = integral of E(t-s) d strain(s)
at every node. Compression is positive. Units: MPa and seconds.
The pad is undisturbed before time zero; jumps are zero-length steps.
"""
import numpy as np
import mpmath as mp
from scipy.constants import Boltzmann, elementary_charge
from scipy.linalg import expm

E_INF = 200.0
E_BRANCH = np.array([60.0, 50.0, 40.0, 30.0])
TAU = np.array([1e-3, 1e-2, 1e-1, 1.0])
E_ZERO = E_INF + E_BRANCH.sum()
PAD = (E_INF, E_BRANCH, TAU)
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(12)


def mean_decay(x):
    """Average of exp(-y) for y between 0 and x, without cancellation."""
    x = np.asarray(x, dtype=float)
    safe = np.where(x == 0.0, 1.0, x)
    return np.where(x == 0.0, 1.0, -np.expm1(-safe) / safe)


def exact_rule(q, x, moduli, increment):
    return np.exp(-x) * q + moduli * mean_decay(x) * increment


def backward_euler_rule(q, x, moduli, increment):
    return (q + moduli * increment) / (1.0 + x)


def midpoint_rule(q, x, moduli, increment):
    return np.exp(-x) * q + moduli * np.exp(-x / 2) * increment


def run(times, strains, pad=PAD, start=None, rule=exact_rule):
    """March through the nodes; return stress and branch stresses."""
    e_inf, moduli, tau = pad
    q = np.zeros(len(tau)) if start is None else start.copy()
    branches = [q]
    for h, increment in zip(np.diff(times), np.diff(strains)):
        q = rule(q, h / tau, moduli, increment)
        branches.append(q)
    branches = np.array(branches)
    return e_inf * np.asarray(strains) + branches.sum(axis=1), branches


def relaxation(t):
    return E_INF + np.exp(-np.multiply.outer(t, 1 / TAU)) @ E_BRANCH


def relaxation_slope(t):
    return -np.exp(-np.multiply.outer(t, 1 / TAU)) @ (E_BRANCH / TAU)


def quadrature(a, b):
    """Gauss points on panels no wider than the shortest relaxation time."""
    panels = max(1, int(np.ceil((b - a) / TAU.min())))
    edges = np.linspace(a, b, panels + 1)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    points = middle[:, None] + half[:, None] * GAUSS_X
    return points.ravel(), (half[:, None] * GAUSS_W).ravel()


def direct_from_rate(times, strains):
    """Integral of E(t-s) d strain(s), jumps included, at the last node."""
    t, total = times[-1], 0.0
    for a, b, u, v in zip(times[:-1], times[1:], strains[:-1], strains[1:]):
        if b == a:
            total += relaxation(t - a) * (v - u)
        else:
            s, w = quadrature(a, b)
            total += (w @ relaxation(t - s)) * (v - u) / (b - a)
    return total


def direct_from_strain(times, strains):
    """E(0) strain(t) + integral of E'(t-s) strain(s), at the last node."""
    t, total = times[-1], E_ZERO * strains[-1]
    for a, b, u, v in zip(times[:-1], times[1:], strains[:-1], strains[1:]):
        if b > a:
            s, w = quadrature(a, b)
            local_strain = u + (v - u) * (s - a) / (b - a)
            total += w @ (relaxation_slope(t - s) * local_strain)
    return total


def row(values, form=".5f"):
    return " ".join(format(v, form) for v in values)


# Random histories with two jumps and very unequal steps.
rng = np.random.default_rng(7)
worst_rate = worst_strain = 0.0
for _ in range(20):
    durations = 10 ** rng.uniform(-5, -0.5, 12)
    durations[[0, 6]] = 0.0
    t_random = np.concatenate(([0.0], np.cumsum(durations)))
    e_random = np.concatenate(([0.0], rng.uniform(0, 0.02, 12)))
    stress_random, _ = run(t_random, e_random)
    for n in range(1, 13):
        part = (t_random[:n + 1], e_random[:n + 1])
        worst_rate = max(worst_rate,
                         abs(stress_random[n] - direct_from_rate(*part)))
        worst_strain = max(worst_strain,
                           abs(stress_random[n] - direct_from_strain(*part)))
assert worst_rate < 1e-11 and worst_strain < 1e-11

# Rounding errors must not build up in a long run.
long_steps = 20000
t_long = np.arange(long_steps + 1) * 1e-4
e_long = np.concatenate(([0.0], rng.uniform(0, 0.02, long_steps)))
long_error = abs(run(t_long, e_long)[0][-1] - direct_from_rate(t_long, e_long))
assert long_error < 1e-10

# Cancellation in the step weight for a very short step.
tiny = 1e-12
with mp.workdps(50):
    reference = float((1 - mp.exp(-mp.mpf(tiny))) / mp.mpf(tiny))
naive_error = abs((1 - np.exp(-tiny)) / tiny / reference - 1)
stable_error = abs(float(mean_decay(tiny)) / reference - 1)
assert naive_error > 1e-6 and stable_error < 1e-15

# Worked example: leading ring, then wafer.
speed = 1.0            # m/s
transition = 5e-3      # m, distance over which strain changes
ring_width = 25e-3     # m, at constant strain
wafer_width = 0.300    # m
ring_strain, wafer_strain = 0.020, 0.015
lengths = np.array([transition, ring_width, transition, wafer_width])
times = np.concatenate(([0.0], np.cumsum(lengths / speed)))
strains = np.array([0.0, ring_strain, ring_strain, wafer_strain, wafer_strain])
stress, branches = run(times, strains)
direct = np.array([direct_from_rate(times[:n + 1], strains[:n + 1])
                   for n in range(1, 5)])
example_error = np.max(np.abs(stress[1:] - direct))
assert example_error < 1e-11

# Subdividing the steps changes nothing and reveals stress between nodes.
t_dense = np.union1d(np.linspace(0, times[-1], 3351), times)
e_dense = np.interp(t_dense, times, strains)
stress_dense, _ = run(t_dense, e_dense)
at_nodes = np.searchsorted(t_dense, times)
split_error = np.max(np.abs(stress_dense[at_nodes] - stress))
assert split_error < 1e-11
assert np.all(stress_dense[1:] > 0)

# Rebound after partial release, its rate, and its cause.
after_release = at_nodes[3]
peak_index = after_release + np.argmax(stress_dense[after_release:])
rebound = stress_dense[peak_index] - stress[3]
rate_parts = -branches[3] / TAU
delta = 1e-7
later = direct_from_rate(np.append(times[:4], times[3] + delta),
                         np.append(strains[:4], wafer_strain))
rate_direct = (later - direct[2]) / delta
assert abs(rate_parts.sum() / rate_direct - 1) < 1e-3
assert rebound > 0 and np.all(branches[3][:2] < 0)
slow_pad = (E_INF, E_BRANCH * np.array([0, 0, 1, 1]), TAU)
slow_stress = run(t_dense, e_dense, pad=slow_pad)[0][after_release:]
assert np.all(np.diff(slow_stress) < 1e-12) and slow_stress[-1] < slow_stress[0]

# Other update rules, and a step that passes over a kink.
euler_error = run(times, strains, rule=backward_euler_rule)[0] - stress
midpoint_error = run(times, strains, rule=midpoint_rule)[0] - stress
keep = [0, 1, 3, 4]
kink_error = run(times[keep], strains[keep])[0][2] - stress[3]
assert min(np.max(np.abs(euler_error)), np.max(np.abs(midpoint_error)),
           abs(kink_error)) > 1e-3

# Smooth strain: A(1-cos(wt))/2, not piecewise linear.
amplitude, omega, t_end = 0.02, 2 * np.pi / 0.1, 0.07
s, w = quadrature(0.0, t_end)
smooth_direct = w @ (relaxation(t_end - s)
                     * amplitude * omega * np.sin(omega * s) / 2)
curvature = amplitude * omega**2 * np.cos(omega * s) / 2
leading_integral = w @ (relaxation_slope(t_end - s) * curvature)
smooth_rows = []
for steps in (7, 70, 700, 1400):
    grid = np.linspace(0, t_end, steps + 1)
    h = t_end / steps
    value = run(grid, amplitude * (1 - np.cos(omega * grid)) / 2)[0][-1]
    bound = (h**2 / 8 * amplitude * omega**2 / 2
             * np.sum(E_BRANCH * (1 - np.exp(-t_end / TAU))))
    error = value - smooth_direct
    assert abs(error) <= bound
    smooth_rows.append((h, error, bound, h**2 / 12 * leading_integral))
halving_ratio = smooth_rows[2][1] / smooth_rows[3][1]
assert abs(halving_ratio - 4) < 0.02
assert abs(smooth_rows[3][1] / smooth_rows[3][3] - 1) < 0.01

# Recovery of the free surface between passages.
period = 60.0 / 50.0
away = period - times[-1]
free_matrix = -np.diag(1 / TAU) + np.outer(E_BRANCH, 1 / TAU) / E_ZERO


def released(final_stress, q):
    return q - E_BRANCH * final_stress / E_ZERO


q_free = released(stress[-1], branches[-1])
free_times = np.concatenate(([0.0], np.geomspace(1e-5, away, 1500)))
free_strain = np.array([-(expm(free_matrix * t) @ q_free).sum() / E_INF
                        for t in free_times])
check_stress = run(np.concatenate((times, times[-1] + free_times)),
                   np.concatenate((strains, free_strain)))[0][len(times):]
free_error = np.max(np.abs(check_stress))
assert free_error < 1e-5  # interpolation of a curved strain path

passage_stress, passage_q = stress, branches
passage_results = {}
for passage in range(2, 21):
    q_start = expm(free_matrix * away) @ released(passage_stress[-1],
                                                  passage_q[-1])
    strain_start = -q_start.sum() / E_INF
    assert 0 < strain_start < wafer_strain
    levels = np.concatenate(([strain_start], strains[1:]))
    passage_stress, passage_q = run(times, levels, start=q_start)
    passage_results[passage] = (strain_start, passage_stress[1],
                                passage_stress[-1])

# Rough sizes of other neglected effects.
cool, warm, activation_ev, halving_kelvin = 298.0, 313.0, 1.0, 30.0
shift = np.exp(activation_ev * elementary_charge / Boltzmann
               * (1 / warm - 1 / cool))
softening = 0.5 ** ((warm - cool) / halving_kelvin)
warm_stress = run(times, strains, pad=(E_INF * softening,
                                      E_BRANCH * softening, TAU * shift))[0]
wet_loss = 0.30
wet_stress = run(times, strains, pad=(E_INF * (1 - wet_loss),
                                     E_BRANCH * (1 - wet_loss), TAU))[0]
stretch = 1 - ring_strain
finite_strain = (stretch**-2 - stretch) / (3 * ring_strain) - 1
thickness, density = 2e-3, 800.0
transit = thickness / np.sqrt(E_ZERO * 1e6 / density)

print(f"E_inf, E(0): {E_INF:.0f}, {E_ZERO:.0f} MPa")
print("Branch moduli:", row(E_BRANCH, ".0f"), "MPa")
print("Relaxation times:", row(TAU * 1e3, ".0f"), "ms")
print(f"Pad speed: {speed:.1f} m/s; revolution: {period:.2f} s")
print(f"Implied track radius: {speed*period/(2*np.pi)*1e3:.0f} mm")
print("Segment lengths:", row(lengths * 1e3, ".0f"), "mm")
print("Node times:", row(times * 1e3, ".0f"), "ms")
print("Node strains:", row(strains * 100, ".1f"), "%")
for n, h in enumerate(np.diff(times), 1):
    print(f"Step {n} decay factors:", row(np.exp(-h / TAU)))
    print(f"Step {n} weights g:", row(mean_decay(h / TAU)))
for n in range(1, 5):
    print(f"Node {n} branch stresses:", row(branches[n]), "MPa")
    print(f"Node {n} recursive, direct: {stress[n]:.8f}, "
          f"{direct[n-1]:.8f} MPa")
print(f"Largest example difference: {example_error:.1e} MPa")
print(f"Change on subdividing steps: {split_error:.1e} MPa")
print(f"Random tests, rate form: {worst_rate:.1e} MPa")
print(f"Random tests, strain form: {worst_strain:.1e} MPa")
print(f"Long run: {long_steps} steps, error {long_error:.1e} MPa")
print(f"Stored state: {branches[-1].size + 1} numbers; "
      f"full history: {t_long.size + e_long.size}")
print(f"g at x={tiny:.0e}, relative errors: naive {naive_error:.1e}, "
      f"expm1 {stable_error:.1e}")
print("Stress rates after release, by branch:", row(rate_parts, ".3f"), "MPa/s")
print(f"Total rate, direct rate: {rate_parts.sum():.3f}, "
      f"{rate_direct:.3f} MPa/s")
print(f"Rebound: {rebound:.4f} MPa, to {stress_dense[peak_index]:.4f} MPa "
      f"at {t_dense[peak_index]*1e3:.1f} ms")
print("Backward Euler errors, nodes 1-4:", row(euler_error[1:], ".4f"), "MPa")
print("Midpoint rule errors, nodes 1-4:", row(midpoint_error[1:], ".4f"), "MPa")
print(f"Error at 35 ms if kink at 30 ms is skipped: {kink_error:.4f} MPa")
print(f"Smooth strain: amplitude {amplitude*100:.0f} %, period "
      f"{2*np.pi/omega*1e3:.0f} ms, end {t_end*1e3:.0f} ms")
print(f"Smooth-strain direct stress: {smooth_direct:.6f} MPa")
for h, error, bound, leading in smooth_rows:
    print(f"h={h*1e3:.2f} ms: error {error:.3e}, bound {bound:.3e}, "
          f"leading {leading:.3e} MPa")
print(f"Error ratio on halving 0.10 ms: {halving_ratio:.4f}")
print(f"Free-recovery stress check: {free_error:.1e} MPa")
for passage in (2, 20):
    left, first, last = passage_results[passage]
    print(f"Passage {passage}: initial strain {left*100:.4f} %, "
          f"node 1 {first:.4f}, node 4 {last:.4f} MPa")
print(f"Rough heating {cool:.0f} to {warm:.0f} K; activation "
      f"{activation_ev:.1f} eV; modulus halves per {halving_kelvin:.0f} K")
print(f"Time factor {shift:.3f}, modulus factor {softening:.3f}")
print(f"Warm pad, nodes 1 and 4: {warm_stress[1]:.3f}, "
      f"{warm_stress[4]:.3f} MPa")
print(f"Rough wet modulus loss {wet_loss*100:.0f} %: nodes 1 and 4 "
      f"{wet_stress[1]:.3f}, {wet_stress[4]:.3f} MPa")
print(f"Neo-Hookean stress excess at 2 %: {finite_strain*100:.2f} %")
print(f"Wave transit, {thickness*1e3:.0f} mm, {density:.0f} kg/m3: "
      f"{transit*1e6:.2f} us; over ramp time {transit/times[1]:.1e}")
print("verified")
```

Running it gives:

```
E_inf, E(0): 200, 380 MPa
Branch moduli: 60 50 40 30 MPa
Relaxation times: 1 10 100 1000 ms
Pad speed: 1.0 m/s; revolution: 1.20 s
Implied track radius: 191 mm
Segment lengths: 5 25 5 300 mm
Node times: 0 5 30 35 335 ms
Node strains: 0.0 2.0 2.0 1.5 1.5 %
Step 1 decay factors: 0.00674 0.60653 0.95123 0.99501
Step 1 weights g: 0.19865 0.78694 0.97541 0.99750
Step 2 decay factors: 0.00000 0.08208 0.77880 0.97531
Step 2 weights g: 0.04000 0.36717 0.88480 0.98760
Step 3 decay factors: 0.00674 0.60653 0.95123 0.99501
Step 3 weights g: 0.19865 0.78694 0.97541 0.99750
Step 4 decay factors: 0.00000 0.00000 0.04979 0.74082
Step 4 weights g: 0.00333 0.03333 0.31674 0.86394
Node 1 branch stresses: 0.23838 0.78694 0.78033 0.59850 MPa
Node 1 recursive, direct: 6.40415328, 6.40415328 MPa
Node 2 branch stresses: 0.00000 0.06460 0.60772 0.58373 MPa
Node 2 recursive, direct: 5.25604228, 5.25604228 MPa
Node 3 branch stresses: -0.05960 -0.15756 0.38300 0.43119 MPa
Node 3 recursive, direct: 3.59703722, 3.59703722 MPa
Node 4 branch stresses: -0.00000 -0.00000 0.01907 0.31943 MPa
Node 4 recursive, direct: 3.33850070, 3.33850070 MPa
Largest example difference: 1.8e-15 MPa
Change on subdividing steps: 6.2e-15 MPa
Random tests, rate form: 3.9e-14 MPa
Random tests, strain form: 3.5e-14 MPa
Long run: 20000 steps, error 1.7e-13 MPa
Stored state: 5 numbers; full history: 40002
g at x=1e-12, relative errors: naive 2.2e-05, expm1 0.0e+00
Stress rates after release, by branch: 59.596 15.756 -3.830 -0.431 MPa/s
Total rate, direct rate: 71.090, 71.087 MPa/s
Rebound: 0.1223 MPa, to 3.7193 MPa at 49.4 ms
Backward Euler errors, nodes 1-4: -0.1786 0.1341 0.1349 0.0886 MPa
Midpoint rule errors, nodes 1-4: -0.1481 -0.0007 0.0366 -0.0000 MPa
Error at 35 ms if kink at 30 ms is skipped: 0.1913 MPa
Smooth strain: amplitude 2 %, period 100 ms, end 70 ms
Smooth-strain direct stress: 3.035716 MPa
h=10.00 ms: error 1.830e-02, bound 6.520e-02, leading 2.031e-02 MPa
h=1.00 ms: error 2.027e-04, bound 6.520e-04, leading 2.031e-04 MPa
h=0.10 ms: error 2.031e-06, bound 6.520e-06, leading 2.031e-06 MPa
h=0.05 ms: error 5.078e-07, bound 1.630e-06, leading 5.078e-07 MPa
Error ratio on halving 0.10 ms: 3.9999
Free-recovery stress check: 8.0e-07 MPa
Passage 2: initial strain 0.0294 %, node 1 6.3105, node 4 3.2908 MPa
Passage 20: initial strain 0.0442 %, node 1 6.2632, node 4 3.2666 MPa
Rough heating 298 to 313 K; activation 1.0 eV; modulus halves per 30 K
Time factor 0.155, modulus factor 0.707
Warm pad, nodes 1 and 4: 3.966, 2.156 MPa
Rough wet modulus loss 30 %: nodes 1 and 4 4.483, 2.337 MPa
Neo-Hookean stress excess at 2 %: 2.05 %
Wave transit, 2 mm, 800 kg/m3: 2.90 us; over ramp time 5.8e-04
verified
```
